# Reflectionless exchange spin waves at a one-dimensional easy-axis domain wall

In the linear theory of a perfect, uniformly magnetized easy-axis magnet there is nothing to scatter a spin wave. Let the unit magnetization be $\mathbf m\simeq\hat z+a\hat x+b\hat y$ with $a,b\ll1$, and let everything vary along $x$ alone. Take the energy per unit area

$$E=\int\left[A|\mathbf m'|^2+K(1-m_z^2)\right]dx ,$$

where $A$ is the exchange stiffness, $K>0$ the easy-axis constant and a prime means $d/dx$. In Gaussian units, with saturation magnetization $M_s$, the effective field is

$$\mathbf H=\frac{2A}{M_s}\mathbf m''+\frac{2K}{M_s}m_z\hat z ,$$

and the undamped Landau-Lifshitz equation is $\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf H$ with $\gamma>0$. Define

$$\Delta=\sqrt{A/K},\qquad \omega_K=2\gamma K/M_s .$$

To first order, $(\mathbf m\times\mathbf H)_x=bH_z-H_y$ and $(\mathbf m\times\mathbf H)_y=H_x-aH_z$, so that

$$a_t=-\omega_K(b-\Delta^2b''),\qquad b_t=\omega_K(a-\Delta^2a'').$$

The combination $\psi=a-ib$ turns these into one equation:

$$i\psi_t=ia_t+b_t=\omega_K(1-\Delta^2\partial_x^2)\psi .$$

A wave $e^{i(kx-\omega t)}$ has $\omega=\omega_K(1+k^2\Delta^2)$. There is a gap $\omega_K$, and above it the wave behaves like a free quantum particle. A domain wall adds a potential to this equation. The potential has a particular depth that lets every wave through.

A static wall joins the domain $+\hat z$ at $x\to-\infty$ to $-\hat z$ at $x\to+\infty$. Let $\theta(x)$ be the angle from $\hat z$, with constant azimuth. The energy density is then $A\theta'^2+K\sin^2\theta$, and its Euler equation is

$$\Delta^2\theta''=\sin\theta\cos\theta .$$

Multiplying by $2\theta'$ and integrating gives $\Delta^2\theta'^2=\sin^2\theta$. The integration constant vanishes because both sides vanish in the domains. The rising solution obeys $\Delta\theta'=\sin\theta$, hence $\tan(\theta/2)=e^{x/\Delta}$ for a wall centred at the origin, and

$$\cos\theta=-\tanh(x/\Delta),\qquad \sin\theta=\operatorname{sech}(x/\Delta).$$

Deviations are measured in a frame that turns with the wall. Let $\mathbf m_0$ be the wall magnetization, $\mathbf e_\theta$ the direction of increasing $\theta$, and $\mathbf e_\phi=\mathbf m_0\times\mathbf e_\theta$, which is constant in space. To first order

$$\mathbf m=\mathbf m_0+u\,\mathbf e_\theta+v\,\mathbf e_\phi .$$

The frame obeys $\mathbf m_0'=\theta'\mathbf e_\theta$ and $\mathbf e_\theta'=-\theta'\mathbf m_0$. Differentiating twice,

$$\mathbf m_0''=\theta''\mathbf e_\theta-\theta'^2\mathbf m_0,$$

$$(u\mathbf e_\theta)''=(u''-\theta'^2u)\mathbf e_\theta-(2\theta'u'+\theta''u)\mathbf m_0,\qquad (v\mathbf e_\phi)''=v''\mathbf e_\phi .$$

For the anisotropy field we need $\hat z=\cos\theta\,\mathbf m_0-\sin\theta\,\mathbf e_\theta$ and $m_z=\cos\theta-u\sin\theta$. Now collect the components of the reduced field $\mathbf h=\Delta^2\mathbf m''+m_z\hat z$, which is $\mathbf H$ in units of $2K/M_s$.

At zeroth order the $\mathbf e_\theta$ component is $\Delta^2\theta''-\sin\theta\cos\theta=0$, as equilibrium requires. The component along $\mathbf m_0$ is

$$-\Delta^2\theta'^2+\cos^2\theta=\cos^2\theta-\sin^2\theta=\cos2\theta .$$

At first order the $\mathbf e_\theta$ component is $\Delta^2u''-\Delta^2\theta'^2u+\sin^2\theta\,u=\Delta^2u''$, because the wall equation makes the last two terms cancel. The $\mathbf e_\phi$ component is $\Delta^2v''$. The first-order part along $\mathbf m_0$ exerts no first-order torque. With $\mathbf m_0\times\mathbf e_\phi=-\mathbf e_\theta$, $\mathbf e_\theta\times\mathbf m_0=-\mathbf e_\phi$ and $\mathbf e_\phi\times\mathbf m_0=\mathbf e_\theta$, the torque to first order is

$$\mathbf m\times\mathbf h=(-\Delta^2v''+\cos2\theta\,v)\mathbf e_\theta-(-\Delta^2u''+\cos2\theta\,u)\mathbf e_\phi .$$

The same operator acts on both deviations. Since $\cos2\theta=1-2\sin^2\theta$, it is

$$L=-\Delta^2\partial_x^2+1-2\operatorname{sech}^2(x/\Delta).$$

The equation of motion therefore reads

$$u_t=-\omega_KLv,\qquad v_t=\omega_KLu,\qquad i\psi_t=\omega_KL\psi,\quad \psi=u-iv .$$

This is a Schrödinger equation with a Pöschl-Teller well. As a test of the linearization, the torque of the full vector equation was differentiated numerically for smooth trial deviations near the wall. It agreed with $L$ to about $10^{-7}$ in reduced units, in which the deviations are of order one.

The absence of reflection follows from factorizing $L$. Write $T=\tanh(x/\Delta)$, so that $\Delta T'=1-T^2=\operatorname{sech}^2(x/\Delta)$, and define

$$\mathcal A=\Delta\partial_x+T,\qquad \mathcal A^\dagger=-\Delta\partial_x+T .$$

Acting on any smooth $g$,

$$\mathcal A^\dagger\mathcal A g=-\Delta(\Delta g''+T'g+Tg')+T(\Delta g'+Tg)=-\Delta^2g''+(T^2-\Delta T')g .$$

The terms in $g'$ cancel, and $T^2-\Delta T'=1-2\operatorname{sech}^2(x/\Delta)$, so $\mathcal A^\dagger\mathcal A=L$. In the opposite order,

$$\mathcal A\mathcal A^\dagger g=\Delta(-\Delta g''+T'g+Tg')+T(-\Delta g'+Tg)=-\Delta^2g''+(T^2+\Delta T')g .$$

Here $T^2+\Delta T'=1$. The well has disappeared, and $\mathcal A\mathcal A^\dagger=1-\Delta^2\partial_x^2$ is the operator of the uniform domain.

If $\chi$ satisfies $\mathcal A\mathcal A^\dagger\chi=\lambda\chi$, then $L(\mathcal A^\dagger\chi)=\mathcal A^\dagger(\mathcal A\mathcal A^\dagger\chi)=\lambda\mathcal A^\dagger\chi$. Each plane wave of the domain thus produces a solution at the wall with the same frequency. With $q=k\Delta>0$,

$$\psi_k=\mathcal A^\dagger e^{ikx}=\left[\tanh(x/\Delta)-iq\right]e^{ikx},\qquad \omega=\omega_K(1+q^2).$$

Far to the left this is $-(1+iq)e^{ikx}$, and far to the right it is $(1-iq)e^{ikx}$. Neither side contains $e^{-ikx}$. The reflection amplitude is therefore $r=0$ for every $k>0$, and the transmission amplitude is

$$t=-\frac{1-iq}{1+iq}=\frac{q+i}{q-i}=e^{i\delta},\qquad \delta=2\arctan\frac1q .$$

The numerator and denominator have equal moduli, so $|t|=1$.

The phase has two instructive limits. For short waves, $\delta\simeq2/q$. The same value follows from a local wavenumber: inside the well $k_{\rm loc}\Delta=\sqrt{q^2+2\operatorname{sech}^2(x/\Delta)}\simeq q+\operatorname{sech}^2(x/\Delta)/q$, and the integral of the excess over $x/\Delta$ is $2/q$. For long waves $\delta\to\pi$, and the solution tends to $\tanh(x/\Delta)$, which has opposite signs on the two sides.

The phase $\delta$ refers to the turning frame. The vector $\mathbf e_\phi$ is the same in both domains, so the component $v$ carries the phase $\delta$ in the laboratory as well. The vector $\mathbf e_\theta$ has opposite laboratory directions in the two domains, so the component along a fixed direction in that plane acquires a further sign. This matters when an interferometer detects one transverse component.

The well also holds a bound state. For a normalizable state, $\langle\psi,L\psi\rangle=\|\mathcal A\psi\|^2\ge0$, with equality if and only if $\Delta\psi'=-T\psi$, whose solution is $\psi\propto\operatorname{sech}(x/\Delta)$ at $\omega=0$. Any other bound state, with eigenvalue $\lambda>0$, would give a nonzero normalizable function $\mathcal A\psi$ obeying the free equation with the same $\lambda$. The free equation has no such solution, so there is just one bound state. In $u$ it is a translation of the wall, since a displacement $X$ gives $u=-X\theta'=-(X/\Delta)\operatorname{sech}(x/\Delta)$. In $v$ it is a rotation of the wall's azimuth. Both cost no energy in this model.

A potential well does not in general transmit everything. When the coefficient 2 of $\operatorname{sech}^2$ was replaced by 1.5 as a control, direct integration gave $|r|^2=0.19$ at $q=0.3$. With the coefficient 2, the same integration gave $|r|$ no larger than about $3\times10^{-11}$ at $q=0.1$, 0.3, 1 and 2. The width and depth of the magnetic well are tied together because exchange and anisotropy both shape the wall and both act on the wave.

The phase moves a wave packet. On the far side, the phase $kx+\delta(k)-\omega t$ is stationary in $k$ at

$$x=v_gt-\frac{d\delta}{dk}=v_gt+\frac{2\Delta}{1+q^2},\qquad v_g=\frac{d\omega}{dk}=2\omega_K\Delta q .$$

The packet is ahead of one that flew freely through a uniform domain. The corresponding time gain is

$$\tau=\frac{2\Delta}{(1+q^2)v_g}=\frac{1}{\omega_Kq(1+q^2)} .$$

It grows as $1/q$ for long waves, while the displacement stays below $2\Delta$. Both formulas assume a packet whose spread of wavenumbers is small compared with $k$ and with $1/\Delta$.

Zero reflection does not mean that the wall feels no effect at second order in amplitude. The anisotropy field points along $\hat z$ and exerts no torque along $\hat z$, while the exchange torque along $\hat z$ is a total derivative, because $(\mathbf m\times\mathbf m'')_z=\partial_x(\mathbf m\times\mathbf m')_z$. Hence $\int m_z\,dx$ is conserved. In the left domain a packet lowers this integral by

$$N=\int(1-\sqrt{1-|\psi|^2})\,dx\simeq\frac12\int|\psi|^2dx .$$

After crossing, it sits in a domain pointing along $-\hat z$ and raises the integral by the same $N$, since $L$ is Hermitian and preserves $\int|\psi|^2dx$. If the wall has moved by $X$, the integral changes by a further $2X$. Conservation requires $-N=N+2X$, so

$$X=-N .$$

The wall moves toward the source, by an amount quadratic in the wave amplitude.

These statements were tested together by solving the full nonlinear vector equation for a Gaussian packet with $q=1$, peak amplitude $a=0.01$ and width $s=12\Delta$, where $|\psi|=a\,e^{-(x-x_0)^2/2s^2}$. Of the squared deviation more than $8\Delta$ from the wall, a fraction $8\times10^{-9}$ was on the source side at the end. This is an upper bound on the reflection, because the trailing tail of the transmitted packet leaves a fraction of the same order there. The displacement was $1.0007\Delta$, against $2\Delta/(1+1)=\Delta$ from the formula. For the recoil, $N=a^2s\sqrt\pi/2=1.0635\times10^{-3}\Delta$, and the simulated wall shift was $-1.0645\times10^{-3}\Delta$, which agrees to about 0.1%.

One departure from pure easy-axis symmetry leaves the transmission intact. Add an energy density $\kappa K(\mathbf m\cdot\mathbf e_\phi)^2$ with $\kappa>0$, a uniform local hard axis normal to the plane in which the wall turns. The static wall has no component along $\mathbf e_\phi$ and is unchanged. The reduced field gains $-\kappa v\,\mathbf e_\phi$, whose torque is $\mathbf m_0\times(-\kappa v\,\mathbf e_\phi)=\kappa v\,\mathbf e_\theta$, so

$$u_t=-\omega_K(L+\kappa)v,\qquad v_t=\omega_KLu .$$

Let $u$ and $v$ be the real parts of $U\psi_ke^{-i\omega t}$ and $V\psi_ke^{-i\omega t}$, where $\psi_k$ is the spatial function found above and $L\psi_k=(1+q^2)\psi_k$. Then

$$i\omega U=\omega_K(1+q^2+\kappa)V,\qquad -i\omega V=\omega_K(1+q^2)U .$$

Multiplying the two equations gives

$$\omega^2=\omega_K^2(1+q^2)(1+q^2+\kappa).$$

The precession becomes elliptical and the frequency rises, but the spatial function still has no reflected part. A simulation with $\kappa=1$ and $q=1$ left a fraction of $4\times10^{-9}$ on the source side, again an upper bound on the reflection. The recoil formula does not carry over, because the hard axis breaks the conservation of $\int m_z\,dx$.

For numbers, consider a film of bismuth-substituted yttrium iron garnet with perpendicular anisotropy. Rough typical values are $A=4\times10^{-7}$ erg/cm, $M_s=130$ emu/cm³, an intrinsic anisotropy of $2\times10^5$ erg/cm³ and a damping constant $\alpha=10^{-3}$, all for use near 300 K. The film is taken to be 10 nm thick. The inputs justify at most two figures in the results; further digits are kept only so that the arithmetic can be followed. A wide flat film has a demagnetizing field $-4\pi M_sm_z\hat z$, which reduces the intrinsic anisotropy by $2\pi M_s^2=1.06\times10^5$ erg/cm³. Thus

$$K=(2.000-1.062)\times10^5=9.38\times10^4\ \text{erg/cm}^3,$$

$$\Delta=\sqrt{\frac{4\times10^{-7}}{9.38\times10^4}}\ \text{cm}=20.6\ \text{nm}.$$

The anisotropy field $2K/M_s$ is 1443 Oe. Multiplied by $\gamma=1.761\times10^7$ rad/(s Oe), it gives $\omega_K=2.54\times10^{10}$ rad/s, or a gap of 4.045 GHz. At $q=1$ the wavelength is $2\pi\Delta=130$ nm, the frequency is twice the gap, 8.09 GHz, and $v_g=2\omega_K\Delta=1050$ m/s. With purely local fields, the wall shifts the phase by $2\arctan1=90^\circ$, advances the packet by $\Delta=20.6$ nm and saves $1/(2\omega_K)=19.7$ ps. These three values do not hold for the film itself, because the dipolar fields treated below reduce them by roughly half. Within the model, such a wall works as a phase shifter. By itself it cannot gate the amplitude, but an interferometer with the wall in one arm turns the phase shift into a change of amplitude.

This film does not satisfy the assumption of purely local fields. Consider a magnetization wave of wavenumber $k$, uniform through the thickness $d$. Its normal component leaves charges on the two faces, with a field proportional to $-2\pi[e^{-kz}+e^{-k(d-z)}]$ at height $z$. The average over the thickness is $-4\pi(1-P)$, where

$$P=1-\frac{1-e^{-kd}}{kd}.$$

The component along the propagation direction produces volume charges, and its average field is

$$-4\pi\frac{k}{2d}\int_0^d\!\!\int_0^de^{-k|z-z'|}dz\,dz'=-4\pi P ,$$

because the double integral equals $2[d/k-(1-e^{-kd})/k^2]$. Here $kd=10/20.65=0.484$ and $P=0.207$. In a domain far from the wall, this in-plane field acts like a hard axis of strength $\kappa=\eta P$ with $\eta=2\pi M_s^2/K=1.13$, so $\kappa=0.235$. The frequency becomes $\omega_K\sqrt{2\times2.235}$, or 8.55 GHz, which is 5.7% above the exchange value.

Near the wall the dipolar field is nonlocal and also alters the wall profile, so the factorization no longer applies. A simulation with the thickness-averaged dipolar field and a relaxed Bloch wall, for the same packet width, amplitude and $q$, gave a reflected fraction of $2.4\times10^{-3}$. The ideal result thus becomes a reflection of about 0.2% for this film and wavelength. That figure comes from a single grid and a periodic arrangement of two walls $128\Delta$ apart, and it should not be carried over to thicker films or other wavelengths. The phase is affected far more than the reflection. Since $P\simeq kd/2$ at small $k$, the step in $m_z$ produces a stray field that raises the local gap by about $\omega_K\eta d/(\pi|x|)=0.17\,\omega_K\Delta/|x|$ on both sides of the wall. The phase collected in this tail grows as the logarithm of the path, so the shift relative to a uniform domain falls by about $7^\circ$ each time the path is doubled. In the thickness-averaged model at $q=1$ it is about $49^\circ$, with an advance of about $0.4\Delta$, for a path from $-50\Delta$ to about $+50\Delta$. For a path twice as long it is about $42^\circ$, with an advance of about $0.3\Delta$.

Over a path of about the wall width, damping removes a similarly small part of the intensity; over longer paths it removes more. A Gilbert term $\alpha\,\mathbf m\times\partial_t\mathbf m$ changes the linear equation for a mode of frequency $\omega$ to $(1+i\alpha)\psi_t=-i\omega\psi$, so the amplitude decays at the rate $\alpha\omega/(1+\alpha^2)$. With the exchange values of $v_g$ and $\omega$, the decay length is 20.6 µm. The loss over a distance $2\Delta$ is 0.2% in amplitude, or about 0.4% in intensity.

Two further estimates concern the description itself. On a chain with spacing $c$, the factor $k^2$ is replaced by $2(1-\cos kc)/c^2\simeq k^2[1-(kc)^2/12]$. With a garnet cell edge of roughly 1.2 nm the relative correction is $3\times10^{-4}$, so the continuum form is adequate. At 300 K the mode holds about 770 thermal magnons. This supports a classical wave equation, but it also means that a coherent signal must stand above a thermal background, and it says nothing about scattering between magnons.

Oblique incidence on a flat wall does no harm in the exchange model. A factor $e^{ik_yy}$ along the wall only adds the constant $k_y^2\Delta^2$ to $L$, so the spatial functions keep their form and the reflection stays zero. Its effect together with dipolar fields has not been sized here, nor have pinning sites, Dzyaloshinskii-Moriya coupling or a curved wall. Any of these may change the operator $L$ in a less simple way, and the factorization would then have to be examined again. The numerical output below lists the values used.

## Computed values

```
INPUTS (rough Bi-substituted YIG film)
exchange stiffness A = 4.00e-07 erg/cm
magnetization Ms = 130 emu/cm^3
intrinsic anisotropy = 2.00e+05 erg/cm^3
film thickness = 10.0 nm
Gilbert damping = 1.0e-03 (dimensionless)
lattice cell edge = 1.24 nm
temperature = 300 K
gyromagnetic ratio = 1.7609e+07 rad/(s Oe)
WALL AND WAVE
demagnetizing energy 2 pi Ms^2 = 1.0619e+05 erg/cm^3
effective anisotropy K = 9.3814e+04 erg/cm^3
anisotropy field 2K/Ms = 1443.3 Oe
wall width parameter Delta = 20.65 nm
omega_K = 2.5414e+10 rad/s
gap frequency = 4.045 GHz
chosen q = k Delta = 1.00 (dimensionless)
wavelength = 129.7 nm
wave frequency = 8.090 GHz
group velocity = 1049.6 m/s
transmission phase = 90.000 degrees
packet advance = 20.65 nm
time gain = 19.67 ps
TESTS OF THE IDEAL MODEL
lowest two levels of L = -0.00002, 1.00293 (units omega_K)
largest linearization error = 1.0e-07 (dimensionless)
largest |r|, q = 0.1, 0.3, 1, 2: 3.1e-11 (dimensionless)
control, coefficient 1.5, q = 0.3: |r|^2 = 0.1906
packet amplitude = 0.010, width = 12.0 Delta
full equation: reflected fraction = 8.3e-09
packet advance: simulated 1.0007, formula 1.0000 Delta
wall shift: simulated -1.0645e-03, formula -1.0635e-03 Delta
hard axis kappa = 1.0: reflected fraction = 3.8e-09
hard-axis group velocity = 2.0412 omega_K Delta
NEGLECTED EFFECTS AT THE SAME q
dipolar strength 2 pi Ms^2/K = 1.132 (dimensionless)
thickness-averaged dipolar factor P = 0.2074 (dimensionless)
frequency with dipolar term = 8.551 GHz
relative dipolar frequency shift = 5.71 %
dipolar simulation: reflected fraction = 2.35e-03
amplitude damping length = 20.65 micrometre
amplitude loss over 2 Delta = 0.200 %
lattice exchange correction (ka)^2/12 = 3.01e-04
thermal occupation of the mode = 772 magnons
```
